# Why isosteric heat can fall with coverage without lateral repulsion

On a model surface held at 500 K, the isosteric heat of adsorption is 1.097 eV when one tenth of the sites are filled and 0.903 eV when nine tenths are filled. A loss of 0.194 eV suggests that the adsorbed molecules repel one another, so that late arrivals bind less well. In this model they do not: each molecule binds to its site with the same heat whether the neighbouring sites are empty or full. The surface has two kinds of site, in equal numbers, with heats of 1.10 and 0.90 eV. What changes with coverage is the kind of site that the next molecule finds.

## What the isosteric heat measures

Let $\theta$ be the fraction of all sites that are occupied, and $p$ the pressure of an ideal gas in equilibrium with the surface at temperature $T$. The isosteric heat is defined by

$$q_{st}=kT^2\left(\frac{\partial\ln p}{\partial T}\right)_\theta ,$$

with $k$ the Boltzmann constant. It is positive when adsorption releases heat.

To see why this is a heat, equate the chemical potentials per molecule in the gas and on the surface, both divided by $T$. When $T$ changes at fixed coverage, the gas side changes by $-(h_g/T^2)\,dT+k\,d\ln p$, where $h_g$ is the enthalpy per gas molecule. The surface side changes by $-(h_a/T^2)\,dT$, where $h_a$ is the enthalpy gained by the adsorbed layer per added molecule. Equality requires

$$k\frac{d\ln p}{dT}=\frac{h_g-h_a}{T^2},\qquad\text{so}\qquad q_{st}=h_g-h_a .$$

The isosteric heat is therefore a differential quantity. It describes the next small amount adsorbed, not the average molecule already present.

## Two classes of independent site

Each site is empty or holds one molecule. Relative to the empty state, the occupied state of a site of class $i$ has statistical weight $K_ip$; it is proportional to $p$ because the activity of an ideal gas is. The occupied fraction of that class is

$$\theta_i=\frac{K_ip}{1+K_ip},\qquad i=s,w,$$

for strong and weak sites. "Strong" means the larger heat, $q_s>q_w$. Equal numbers give $\theta=(\theta_s+\theta_w)/2$.

If class $i$ were alone, fixed coverage would mean fixed $K_ip$, hence $d\ln p=-d\ln K_i$. The definition of the heat then gives

$$\frac{d\ln K_i}{dT}=-\frac{q_i}{kT^2}.$$

Taking $q_i$ independent of temperature and integrating,

$$K_i=\frac{1}{p^\circ}\exp\left(-\frac{L_i}{k}+\frac{q_i}{kT}\right).$$

Here $p^\circ=1$ bar, or 750 Torr, and $L_i$ is the standard entropy lost on adsorption.

The example takes $L_s=L_w=1.5$ meV/K. At 500 K, $kT=0.04309$ eV, and the two constants are $K_s=4.50$ and $K_w=0.0433$ Torr$^{-1}$. Strong sites are half filled at $1/K_s=0.22$ Torr, weak ones at $1/K_w=23$ Torr.

## The heat is a weighted mean

Now raise the temperature and adjust the pressure so that the total coverage stays fixed. The individual $\theta_i$ may change, but their sum may not. Writing $z=K_ip$,

$$\frac{d\theta_i}{d\ln z}=z\,\frac{d}{dz}\frac{z}{1+z}=\frac{z}{(1+z)^2}=\theta_i(1-\theta_i)\equiv g_i .$$

The condition $d\theta_s+d\theta_w=0$ becomes

$$\sum_i g_i\left(\frac{d\ln K_i}{dT}+\frac{d\ln p}{dT}\right)=0 .$$

Inserting the temperature dependence of $K_i$ and solving for $d\ln p/dT$ gives

$$q_{st}=\frac{g_sq_s+g_wq_w}{g_s+g_w}.$$

The weights have a direct meaning. At constant temperature, a small rise in pressure changes the occupations by $d\theta_i=g_i\,d\ln p$. The fraction of newly adsorbed molecules that enters strong sites is therefore

$$f_s=\frac{g_s}{g_s+g_w},\qquad q_{st}=q_w+f_s(q_s-q_w).$$

This is the explanation of the fall. The two heats are constants; the share $f_s$ is not. The weight $g_i$ is small when class $i$ is nearly empty and small when it is nearly full. It is largest at half filling, where the occupation responds most strongly to $\ln p$. The share depends on the ratio of the two weights: at very low coverage both are small, but $g_s$ is larger than $g_w$ by the factor $K_s/K_w$, so nearly all new molecules enter strong sites.

At $\theta=0.25$, for example, $\theta_s=0.491$ and $\theta_w=0.0092$. The weights are $g_s=0.250$ and $g_w=0.0091$, so $f_s=0.965$ and

$$q_{st}=0.90+0.965\times0.20=1.093\ \text{eV}.$$

Half of the strong sites are already taken, yet the heat has hardly dropped, because new molecules still go mostly to the strong sites that remain.

The direction of the change follows from

$$\frac{g_s}{g_w}=\frac{K_s}{K_w}\left(\frac{1+K_wp}{1+K_sp}\right)^2 .$$

The derivative of the bracketed fraction with respect to $p$ is $(K_w-K_s)/(1+K_sp)^2$, which is negative when $K_s>K_w$. Coverage rises with pressure, so $f_s$, and with it $q_{st}$, falls steadily with coverage.

## The heat as a function of coverage

The pressure can be eliminated. Define

$$a=\sqrt{K_s/K_w}=e^u,\qquad x=p\sqrt{K_sK_w},$$

so that $K_sp=ax$ and $K_wp=x/a$. Also let $C=\cosh u=(a+1/a)/2$ and $S=\sinh u=(a-1/a)/2$. Adding the two occupations over a common denominator gives

$$2\theta=\frac{ax}{1+ax}+\frac{x/a}{1+x/a}=\frac{2Cx+2x^2}{D},\qquad D=1+2Cx+x^2 .$$

Measure the distance from half coverage by

$$y=1-2\theta=\frac{1-x^2}{D}.$$

Next, take the difference between the two shares, $\delta=(g_s-g_w)/(g_s+g_w)$. With $g_s=ax/(1+ax)^2$ and $g_w=(x/a)/(1+x/a)^2$, multiply numerator and denominator by $(1+ax)^2(1+x/a)^2/x$. The numerator becomes

$$a\left(1+\frac{x}{a}\right)^2-\frac1a(1+ax)^2=\left(a-\frac1a\right)(1-x^2)=2S(1-x^2),$$

because the two terms $2x$ cancel. In the denominator they add, giving $2C(1+x^2)+4x$. Hence

$$\delta=\frac{S(1-x^2)}{B},\qquad B=C(1+x^2)+2x .$$

Since $S(1-x^2)=SyD$, only $B/D$ remains to be found. Use $(1-x^2)^2=(1+x^2)^2-4x^2$ and $C^2-S^2=1$:

$$\begin{aligned}
D^2+S^2(1-x^2)^2&=(1+S^2)(1+x^2)^2+4Cx(1+x^2)+4(C^2-S^2)x^2\\
&=C^2(1+x^2)^2+4Cx(1+x^2)+4x^2=B^2 .
\end{aligned}$$

Dividing by $D^2$ gives $B/D=\sqrt{1+S^2y^2}$, with the positive root because $B$ and $D$ are positive. Thus $\delta=Sy/\sqrt{1+S^2y^2}$. Since $f_s=(1+\delta)/2$,

$$\boxed{q_{st}(\theta)=\frac{q_s+q_w}{2}+\frac{\Delta q}{2}\,\frac{S(1-2\theta)}{\sqrt{1+S^2(1-2\theta)^2}}},\qquad \Delta q=q_s-q_w .$$

In the example $K_s/K_w=103.7$ and $S=5.04$. At $\theta=0.40$, $Sy=5.04\times0.20=1.01$, and division by $\sqrt{1+1.01^2}=1.42$ gives $\delta=0.71$. The heat is $1.00+0.10\times0.71=1.071$ eV. Other coverages give:

| $\theta$ | $p$ (Torr) | $f_s$ | $q_{st}$ (eV) |
|---:|---:|---:|---:|
| 0.10 | 0.055 | 0.985 | 1.097 |
| 0.25 | 0.214 | 0.965 | 1.093 |
| 0.40 | 0.740 | 0.855 | 1.071 |
| 0.50 | 2.27 | 0.500 | 1.000 |
| 0.60 | 6.94 | 0.145 | 0.929 |
| 0.75 | 23.9 | 0.035 | 0.907 |
| 0.90 | 93.7 | 0.015 | 0.903 |

The curve is a rounded step. Its central part can be taken as the range $-1<Sy<1$, which has width $1/S=0.198$ in coverage when $S>1$. Across it the strong share drops from about 0.85 to 0.15.

At half coverage the next molecules divide equally, so the isosteric heat is 1.000 eV. The molecules already present are not divided equally: $\theta_s=0.911$ and $\theta_w=0.089$. Their average heat is $0.911\times1.10+0.089\times0.90=1.082$ eV, since these two occupations add to one. The difference between 1.082 and 1.000 eV is the difference between an average and a differential heat.

The second term of the boxed formula changes sign under $\theta\to1-\theta$. Its integral from empty to full surface therefore vanishes, and the area under $q_{st}$ is the mean, 1.00 eV. This is energy conservation: filling every site releases $(q_s+q_w)/2$ per site, whatever the order of filling.

## Large and small differences in heat

At the two ends, $y=\pm1$ and $S/\sqrt{1+S^2}=S/C=\tanh u$. The total fall is $\Delta q\tanh u$. For equal entropy losses, $\ln(K_s/K_w)=\Delta q/kT$, so $u=\Delta q/2kT$ and

$$q_{st}(0)-q_{st}(1)=\Delta q\tanh\frac{\Delta q}{2kT}.$$

Here it is $0.20\times0.981=0.196$ eV, or 18.9 kJ/mol. It is slightly less than 0.20 eV because even the first molecules do not all choose strong sites: a fraction $K_w/(K_s+K_w)$, about 1%, enters weak ones. Likewise, the same fraction of the last molecules enters strong sites. Each end contributes half of the shortfall.

When $\Delta q\gg2kT$, the fall approaches $\Delta q$ and the step becomes sharp. When $\Delta q\ll2kT$, $S\approx\Delta q/2kT$ is small, the square root is close to one, and

$$q_{st}\approx\frac{q_s+q_w}{2}+\frac{(\Delta q)^2}{4kT}(1-2\theta).$$

This is a straight line falling by $(\Delta q)^2/2kT$ in all. Its shape gives no hint of two classes of site and is the shape expected from a weak average repulsion.

## When the heat does not fall

Different heats are not sufficient. The sites with the larger heat must also fill first, which requires $K_s>K_w$. With unequal entropy losses,

$$\ln\frac{K_s}{K_w}=\frac{\Delta q}{kT}-\frac{L_s-L_w}{k}.$$

A strongly held molecule may also be more tightly confined, making $L_s>L_w$. If the extra loss equals $\Delta q/T=0.40$ meV/K, the two constants coincide at 500 K. Then $S=0$, both classes fill together, and the heat is flat at 1.00 eV.

With an extra loss of 0.60 meV/K, $S$ is negative and the weak sites fill first. The heat then rises, from 0.925 eV at $\theta=0.1$ to 1.075 eV at $\theta=0.9$. There is still no lateral interaction, so a rising heat is no proof of attraction either.

The second condition is equilibrium between the classes. A rough desorption time for a strong site is $e^{q_s/kT}/\nu$. With an assumed attempt rate $\nu=10^{13}$ s$^{-1}$, this is 0.012 s at 500 K but $3\times10^5$ s, about three and a half days, at 300 K. The rate is a rough assumption, and a larger one shortens both times in proportion. Together with the $K_s$ used here and an area of 1 nm$^2$ per site, it implies that only about one in $10^4$ molecules striking an empty strong site sticks. If nearly all stuck, the same $K_s$ would require a rate near $10^{17}$ s$^{-1}$, and the time at 300 K would be only about 20 s. With the value used, and without surface diffusion, molecules on strong sites leave and return many times during a dose lasting minutes at 500 K, but hardly any leave at 300 K. That long time matters when strong sites must be emptied. During uptake the misplaced molecules are those on weak sites, whose desorption time at 300 K is about 130 s. If molecules land at random to $\theta=0.25$, stick equally on both classes and readsorb after leaving, $\theta_s$ rises from 0.25 to 0.41 in five minutes and comes close to its equilibrium value of 0.50 in about half an hour. In a dose lasting minutes at 300 K, equilibrium between the classes therefore cannot be taken for granted. The formula does not describe a surface on which molecules remain where they first land.

## Telling site differences from repulsion

Suppose that repulsion weakens every bond by $J\theta$, with $J$ independent of temperature. This is the mean-field description: each molecule feels the average occupation of its surroundings. Every $K_i$ is multiplied by $e^{-J\theta/kT}$, so the pressure needed for a given coverage is multiplied by $e^{J\theta/kT}$. The added term in $\ln p$ is $J\theta/kT$, and

$$kT^2\,\frac{\partial}{\partial T}\left(\frac{J\theta}{kT}\right)_\theta=-J\theta .$$

On identical sites the heat then falls with slope $-J$ at every temperature. The two-site slope at half coverage is instead $-\Delta q\,S$, from differentiating the boxed formula at $y=0$. With heats and entropy losses held fixed, it is $-1.81$, $-1.01$ and $-0.68$ eV per unit coverage at 400, 500 and 600 K. A slope that steepens on cooling is thus evidence against mean-field repulsion on identical sites.

It does not exclude every form of repulsion, as a second solvable surface shows. Let identical sites occur in isolated pairs, with an energy cost $w$ when both members are occupied. The sum of statistical weights for one pair is

$$1+2Kp+K^2p^2e^{-w/kT}.$$

For one strong and one weak independent site, the corresponding sum is

$$(1+K_sp)(1+K_wp)=1+(K_s+K_w)p+K_sK_wp^2 .$$

The two are the same function of pressure if $K=(K_s+K_w)/2$ and $e^{-w/kT}=K_sK_w/K^2$. Because $K=C\sqrt{K_sK_w}$, the second condition is $w=2kT\ln C$. The mean number adsorbed is the derivative of the logarithm of this sum with respect to $\ln p$, so the isotherms coincide at all pressures.

At 500 K, $C=5.14$ and $w=0.141$ eV. One isotherm, however precise, cannot distinguish these two surfaces. Their heats can. If $w$ and the single-site heat are constants, the first molecule in a pair releases the full heat and the second releases $w$ less, so the total fall is 0.141 eV instead of 0.196 eV. Measuring a heat requires either calorimetry or isotherms at more than one temperature. For these pairs, too, the slope at half coverage steepens on cooling, from $-0.55$ eV per unit coverage at 600 K to $-1.09$ at 400 K.

The heat separates these two surfaces because the two-site entropy losses were taken as equal. If they may differ, two classes of site with $\Delta q=0.144$ eV, the weak sites losing 0.11 meV/K more entropy than the strong ones, can match both the isotherm and the heat curve of the pairs at 500 K. Their isotherms at 400 and 600 K then differ from those of the pairs by less than 0.001 in coverage. A heat curve alone therefore does not identify the cause; independent evidence about the sites or their entropies is needed.

## Ammonia on an oxide

The numbers are meant to resemble ammonia, a nitrogen source in nitride growth, adsorbing as an intact molecule on acid sites of an oxide. Heats near 1 eV, an entropy loss of 1.5 meV/K and one site per nm$^2$ are rough typical choices, not data for a particular surface. A real oxide is unlikely to have just two sharp heats. Giving each class a Gaussian spread of standard deviation 0.05 eV raises the fall between $\theta=0.1$ and 0.9 from 0.194 to 0.244 eV, about 26% relative to the sharp-site model. The stronger members of each class fill first, so the same mechanism acts within the classes.

Real molecules also repel. For parallel dipoles $\mu$ standing on a square lattice of spacing $a$, with the site classes mixed at random, the mean-field energy at full coverage is

$$J=9.03\,\frac{\mu^2}{4\pi\varepsilon_0a^3},$$

where 9.03 is the sum of $(a/r)^3$ over all other sites. With $a=1$ nm and a rough gas-phase dipole of 1.5 D, $J=0.013$ eV. Doubling the dipole, as an allowance for charge shifted on bonding, gives 0.051 eV. Between $\theta=0.1$ and 0.9 these values add $0.8J$, or 0.010 and 0.041 eV, to the fall. At this site density the difference between sites dominates. Because $J$ varies as $a^{-3}$, four sites per nm$^2$ would make it eight times larger, and repulsion could no longer be treated as a small correction.

Two other omissions matter less here. Gas non-ideality, estimated with rough van der Waals constants, lowers the gas enthalpy by about 0.02 meV per molecule at $\theta=0.9$. The heat defined through $\ln p$ changes by more, about 0.15 meV, because pressure and fugacity then differ, but this is still negligible. A heat-capacity mismatch of $2k$ per molecule would shift the heats by 7 meV over 40 K; if it is the same for both classes, it leaves their difference unchanged. Dissociation of ammonia and hydrogen bonding between neighbours are not included or sized, and either could alter the curve. The full set of values is in the numerical output.

## Table of computed values

```
Temperature 500 K, kT = 0.04309 eV
Heats: strong 1.10 eV, weak 0.90 eV, mean 1.00 eV
Entropy loss, both classes: 1.50 meV/K; p0 = 750.06 Torr
K strong = 4.4952 /Torr, K weak = 0.04333 /Torr
K ratio = 103.73, S = 5.0433, C = 5.1415
coverage | p (Torr) | theta_s | theta_w | strong share | q_st (eV)
0.10 | 0.0548 | 0.1976 | 0.0024 | 0.9853 | 1.0971
0.25 | 0.2144 | 0.4908 | 0.0092 | 0.9648 | 1.0930
0.40 | 0.7402 | 0.7689 | 0.0311 | 0.8551 | 1.0710
0.50 | 2.2657 | 0.9106 | 0.0894 | 0.5000 | 1.0000
0.60 | 6.9350 | 0.9689 | 0.2311 | 0.1449 | 0.9290
0.75 | 23.9419 | 0.9908 | 0.5092 | 0.0352 | 0.9070
0.90 | 93.6876 | 0.9976 | 0.8024 | 0.0147 | 0.9029
q_st at coverage 1e-6: 1.0981 eV
q_st at coverage 1-1e-6: 0.9019 eV
Total fall: 0.1962 eV = 18.93 kJ/mol
Area under q_st from coverage 0 to 1: 1.0000 eV
400 K: slope at half coverage -1.814 eV per unit coverage, step width 1/S = 0.110
500 K: slope at half coverage -1.009 eV per unit coverage, step width 1/S = 0.198
600 K: slope at half coverage -0.677 eV per unit coverage, step width 1/S = 0.295
Extra strong-site entropy loss that flattens q_st: 0.40 meV/K
With extra loss 0.60 meV/K, q_st at 0.1, 0.5, 0.9: 0.9245, 1.0000, 1.0755 eV
Repelling pairs with same isotherm: w = 0.1411 eV
Fall of heat for those pairs: 0.1411 eV
Neglected effects:
Site density 1.0 /nm2, spacing 1.00 nm, lattice sum 9.034
Dipole repulsion at full coverage, 1.5 D: 0.0127 eV
Same with 3.0 D: 0.0507 eV
Fall from coverage 0.1 to 0.9, model: 0.1941 eV
Same with heat spread 0.05 eV: 0.2440 eV
q_st with spread at 0.1, 0.9: 1.1220, 0.8780 eV
Gas non-ideality at coverage 0.9: -0.0214 meV
Heat-capacity mismatch 2k over 40 K: 6.89 meV
Attempt rate 1e+13 /s; strong-site residence time:
  at 300 K: 3.01e+05 s
  at 500 K: 1.22e-02 s
```
